# When to use the integral-equation iteration for Dirac bound states

## The decision

When the Dirac matrix of a four-component calculation is too large to diagonalize, an orbital can be improved by repeated steps. The user then chooses how the step is made. Unrestricted descent on the energy falls into the negative-energy continuum. Another choice applies a Helmholtz Green function and then the operator $h_0+E$. For an attractive potential that is not too strong, this second choice is locally stable at the lowest electron level. The analysis also gives an estimate of how many steps to allow. An example shows the use of a trial energy held fixed during the first steps.

The algebra uses atomic units; numerical energies are in eV and lengths in angstrom. The Hamiltonian is

$$h=h_0+V,\qquad h_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2 .$$

The energy $E$ includes the rest energy $c^2$, and printed energies are $e=E-c^2$. The potential is local, with $-Z/r\le V\le0$. This covers a point nucleus, an extended one, and a local mean field that stays within these two limits. Several nuclei and nonlocal exchange are not covered.

## What one step does

The Dirac matrices anticommute and square to one, so the cross terms in $h_0^2$ vanish:

$$h_0^2=c^2p^2+c^4 .$$

Write the bound-state equation as $(E-h_0)\psi=V\psi$ and multiply from the left by $h_0+E$:

$$(E^2-c^4-c^2p^2)\psi=(h_0+E)V\psi .$$

For $|E|<c^2$ define

$$\mu^2=\frac{c^4-E^2}{c^2}=\frac{-e(2c^2+e)}{c^2}>0 .$$

The bracket on the left is then $-c^2(p^2+\mu^2)$. Its inverse contains $G_\mu=(p^2+\mu^2)^{-1}$, which is convolution with $e^{-\mu R}/(4\pi R)$. Since $h_0$ commutes with $G_\mu$,

$$\psi=K(E)\psi,\qquad K(E)=-\frac1{c^2}(h_0+E)G_\mu V .\tag{1}$$

Multiplication by $h_0+E$ adds no false solutions. The multiplied equation says that $h_0+E$ annihilates $(E-h_0)\psi-V\psi$. But $-E$ lies in the gap of $h_0$, so $h_0+E$ annihilates only the zero vector. Equivalently,

$$K(E)=(E-h_0)^{-1}V .\tag{2}$$

The iteration sets $\psi'=K(E)\psi$, normalizes, and repeats. In code, the second form of $\mu^2$ is preferable, because it avoids subtracting two nearly equal numbers when binding is weak.

**Nonrelativistic limit.** For $c\to\infty$ at fixed $e$, $\mu^2\to-2e$ and $(h_0+E)/c^2\to2$ on the upper components. They obey $\psi_u=-2G_\mu V\psi_u$, the integral form of the Schrödinger equation. The lower components are, to leading order, $\boldsymbol\sigma\cdot\mathbf p\,\psi_u/(2c)$. The factor $h_0+E$ thus supplies the coupling between large and small components.

## Why negative-energy parts do not build up

Let $P_\pm$ project on the positive and negative spectrum of $h_0$, and let $\varepsilon=\sqrt{c^2p^2+c^4}$. On these subspaces $h_0=\pm\varepsilon$, so (2) becomes

$$K(E)=-P_+\frac1{\varepsilon-E}V+P_-\frac1{\varepsilon+E}V .$$

Because $\varepsilon\ge c^2$,

$$\|P_-\psi'\|\le\frac{\|V\psi\|}{c^2+E}.\tag{3}$$

The old negative-energy part is not carried over: a new one is made from $V\psi$, with a denominator near $2c^2$. The positive-energy denominator can be as small as $c^2-E$, the binding energy. For the tin ion treated below, the two smallest denominators are $2(510999)-35229\approx986769$ eV and $35229$ eV, a ratio of 28.

The negative-energy part does not go to zero, nor should it. $P_-$ refers to free particles, and a bound state has a small component there.

Inequality (3) limits one step. Stability under many steps needs the eigenvalues of $K$.

## The eigenvalues and their meaning

Put $W=-V\ge0$ and consider only orbitals with finite $\langle\psi|W|\psi\rangle$, measured in the $W$-weighted norm. The step preserves this property, because $W^{1/2}K=AW^{1/2}$ and $A$ is bounded, as shown below. On these orbitals $K=(h_0-E)^{-1}W$ has the same nonzero spectrum as the self-adjoint operator

$$A(E)=W^{1/2}(h_0-E)^{-1}W^{1/2}.$$

For eigenvectors this is seen by multiplying $K\psi=\lambda\psi$ by $W^{1/2}$. All these $\lambda$ are therefore real. The restriction matters at a Coulomb singularity. Radial functions that diverge as $r^{-s}$ with $0<\operatorname{Re}s<1/2$ are square-integrable but have infinite $\langle W\rangle$, and they can satisfy $K\psi=\lambda\psi$ with complex $\lambda$. They are excluded throughout. From $(E-h_0)\lambda\psi=V\psi$ follows

$$\left(h_0+\frac V\lambda\right)\psi=E\psi .$$

So $1/\lambda$ is the factor by which the potential must be scaled to have a level at $E$. A negative $\lambda$ belongs to a repulsive potential that lifts a state out of the lower continuum up to $E$. Such a potential must be strong, so $|\lambda|$ is small. The next estimates make this quantitative.

**Bounded potentials.** Dropping the positive part of the resolvent gives a lower bound:

$$(h_0-E)^{-1}\ge-P_-\frac1{\varepsilon+E}
\quad\Rightarrow\quad
\lambda\ge-\frac{\max W}{c^2+E}.\tag{4}$$

**Coulomb singularities.** Here $\max W$ may be infinite, and Hardy's inequality takes over. It is needed for a real extended nucleus as well: for tin as a uniform sphere of radius $R=6$ fm, $\max W=3Z/(2R)$ and (4) gives only $\lambda\ge-18$. Expand a square:

$$0\le\int\left|\nabla f+\frac{\hat{\mathbf r}}{2r}f\right|^2
=\|\nabla f\|^2+\frac14\left\|\frac fr\right\|^2+\frac12\int\frac{\hat{\mathbf r}}r\cdot\nabla|f|^2 .$$

The divergence of $\hat{\mathbf r}/r$ is $1/r^2$, so integration by parts turns the last term into $-\frac12\|f/r\|^2$. Hence $\|f/r\|\le2\|\nabla f\|$, or $\|r^{-1}|p|^{-1}\|\le2$.

For $E\ge0$ we have $\varepsilon+E\ge c|p|$, and therefore

$$A(E)\ge-\frac1c W^{1/2}|p|^{-1}W^{1/2}.$$

The norm of $W^{1/2}|p|^{-1}W^{1/2}$ equals that of $|p|^{-1/2}W|p|^{-1/2}$, which is at most $Z$ times the norm of $|p|^{-1/2}r^{-1}|p|^{-1/2}$. The latter operator is self-adjoint, so its norm is its spectral radius. Cyclic reordering leaves the spectral radius unchanged, and that of $r^{-1}|p|^{-1}$ is at most 2. (Replacing $r$ and $|p|$ by $r+\delta$ and $|p|+\delta$ makes each factor bounded; the bound 2 survives $\delta\to0$.) Thus

$$\lambda\ge-\frac{2Z}c\qquad(E\ge0).\tag{5}$$

At $E=0$ the resolvent lies between $-1/\varepsilon$ and $1/\varepsilon$, so the same estimate holds on both sides: $|\lambda|\le2Z/c$.

## The stability result

Assume $Z<c/2$, which means $Z\le68$. Hardy's inequality then gives $\|V\psi\|\le(2Z/c)\|h_0\psi\|$ with a factor below one, so $h$ is self-adjoint on the domain of $h_0$. Within the gap,

$$\frac{dA}{dE}=W^{1/2}(h_0-E)^{-2}W^{1/2}\ge0 ,$$

so the top of the spectrum, $\Lambda(E)$, never decreases as $E$ rises.

First, $\Lambda(E)\le\Lambda(0)\le2Z/c<1$ for $-c^2<E\le0$. A level of $h$ at $E$ would require $\lambda=1$. Hence $h$ has no level in $(-c^2,0]$.

Second, let $E_1>0$ be the lowest level. Then $\Lambda(E_1)\ge1$. Suppose it were larger. By continuity $\Lambda(E_*)=1$ at some $E_*$ between $0$ and $E_1$. If this 1 is an eigenvalue, $h$ has a level below $E_1$, a contradiction.

It remains to exclude that 1 belongs to a continuous part of the spectrum of $A(E_*)$. The difference

$$A(E)-A(0)=E\,W^{1/2}(h_0-E)^{-1}h_0^{-1}W^{1/2}$$

is compact, because $W^{1/2}|h_0|^{-1}$ is. To see the latter, cut off $r<\delta$, $r>R$ and $|p|>M$. The remainder has a square-integrable kernel. The removed pieces have norms at most $2\sqrt{Z\delta}/c$, $\sqrt{Z/R}/c^2$ and $\sqrt{Z/\delta}/(cM)$, which can be made small in turn. A compact change leaves the essential spectrum where it was at $E=0$, within $\pm2Z/c$. Everything above $2Z/c$ consists of isolated eigenvalues.

Therefore, at the lowest level,

$$-1<-\frac{2Z}c\le\lambda\le1,\tag{6}$$

and $\lambda=1$ is isolated and belongs to the wanted state. All other components shrink. If the level is degenerate, as it is under time reversal, the iteration settles on some combination of its states.

The condition $Z<c/2$ is sufficient. It marks where this proof stops, not where the method fails.

## Updating the energy

The step supplies its own energy expectation value. From $(E-h_0)\psi'=V\psi$,

$$h\psi'=E\psi'-V\psi+V\psi' .$$

Taking the inner product with $\psi'$ gives

$$E'=E+\frac{\langle\psi'|V(\psi'-\psi)\rangle}{\langle\psi'|\psi'\rangle}.\tag{7}$$

Here $\psi'$ is the new orbital before it is normalized, and $\psi$ is the orbital from which it was made. No derivative of the orbital is needed.

Near the solution write $\psi=\varphi+\sum_k\delta_k$, where $K(E_1)\delta_k=\lambda_k\delta_k$ and $\lambda_k\ne0,1$; for a continuous part, read the sum as an integral. (A component with $\lambda=0$, possible if $V$ vanishes in some region, is removed by a single step and is left out here.) The definition of $\delta_k$ gives $(E_1-h_0)\delta_k=V\delta_k/\lambda_k$, hence

$$(h-E_1)\delta_k=\left(\frac1{\lambda_k}-1\right)W\delta_k .$$

Different $\delta_k$ are orthogonal with weight $W$, since $A$ is self-adjoint. For a normalized orbital the energy error is, to leading order,

$$E[\psi]-E_1=\sum_k\left(\frac1{\lambda_k}-1\right)\langle\delta_k|W|\delta_k\rangle .\tag{8}$$

It is quadratic in $\delta$. Using $E[\psi]$ instead of $E_1$ in $K$ therefore does not change the step at first order. The orbital error falls per step by the largest remaining $|\lambda_k|$, and the energy error by its square.

Equation (8) also shows how to read the energies. Components with $0<\lambda_k<1$ raise the energy; those with $\lambda_k<0$ lower it. An intermediate energy below the final one is not by itself a sign of failure, and the expectation value is not an upper bound.

## How many steps: the point nucleus

For $V=-Z/r$ and the $s_{1/2}$ channel ($\kappa=-1$), the rate has a closed form. With radial functions $P$ (upper) and $Q$ (lower),

$$\left(c^2-E-\frac Zr\right)P=c\left(Q'+\frac Qr\right),$$
$$c\left(P'-\frac Pr\right)=\left(c^2+E+\frac Zr\right)Q .$$

Let $\zeta=Z/c$ and $\gamma=\sqrt{1-\zeta^2}$. Insert $e^{-\mu r}r^\gamma$ times polynomials of degree $n$, with leading coefficients $p$ and $q$, and put $s=n+\gamma$. The highest power gives $(c^2+E)q=-c\mu p$. In the next power, the coefficients $\bar p,\bar q$ one degree lower obey

$$(c^2-E)\bar p+c\mu\bar q=Zp+c(s+1)q,$$
$$c\mu\bar p+(c^2+E)\bar q=c(s-1)p-Zq .$$

Since $c^2\mu^2=(c^2-E)(c^2+E)$, the left sides are proportional: $c\mu$ times the second equals $c^2+E$ times the first. Equating the right sides in the same way and eliminating $q$,

$$c^2\mu(s-1)+Z(c^2-E)=Z(c^2+E)-c^2\mu(s+1),$$

so $c^2\mu s=ZE$, or

$$\frac E{\sqrt{c^4-E^2}}=\frac{n+\gamma}\zeta .\tag{9}$$

For $n=0$ this gives $E_1=\gamma c^2$.

The second eigenvalue $\lambda_2$ belongs to the scaled coupling $\zeta'=\zeta/\lambda_2$ whose $n=1$ level lies at the same energy. With $a=\gamma/\zeta$, (9) requires

$$1+\sqrt{1-\zeta'^2}=a\zeta' .$$

Isolating the root and squaring gives $(1+a^2)\zeta'^2=2a\zeta'$. Since $1+a^2=1/\zeta^2$, the nonzero solution is $\zeta'=2\gamma\zeta$, and

$$\lambda_2=\frac1{2\gamma}.\tag{10}$$

Squaring is legitimate if $a\zeta'\ge1$, which means $\zeta\le1/\sqrt2$; the condition $Z<c/2$ ensures this. In the nonrelativistic limit $\lambda_2=1/2$. A heavier nucleus makes the iteration slower, but only gradually in the range treated here.

## Hydrogen-like tin

The example is the one-electron tin ion with a point nucleus, at the Dirac level. Nuclear size, recoil and radiative corrections are left out. Here $Z=50$, $\zeta=0.36487$ and $\gamma=0.93106$. The closed form gives

$$e=c^2(\gamma-1)=510999\times(-0.068941)\approx-35229\ \text{eV}.$$

The iteration converges to $-35228.57$ eV ($-1294.626$ hartree), in agreement with the closed form. The mean radius is $0.01515$ angstrom.

The starting energy, $-34014$ eV, is the nonrelativistic value $-Z^2/2$. It is an input, not the expectation value of the starting orbital, so the rise to $-33625$ eV after the first step is no loss of progress. After six steps the energy is $5.96$ eV above its limit; after eight, $0.51$ eV. The ratio is $0.085$. Equation (10) gives $\lambda_2=0.5370$ and predicts $\lambda_2^4=0.083$ for two steps.

For the $s_{1/2}$ channel of a point nucleus, this supplies the step limit. Reducing the energy error by a factor $F$ takes about $\ln F/(2\ln2\gamma)$ steps once the slowest component dominates. For $F=1000$ this is $6.91/1.243\approx5.6$, so six steps. An orbital error needs twice as many for the same factor.

The computed spectrum of $K$ at the level has $1.0000$ at the top, then $0.5370$, and ends at $-0.351$ on this grid. That last number is not an isolated eigenvalue. Near $r=0$ the solutions for the coupling $\zeta/\lambda$ behave as $r^{\pm\sqrt{1-\zeta^2/\lambda^2}}$, which oscillates for $|\lambda|<\zeta$. These values form a continuous part of the spectrum that reaches down to $-\zeta=-0.365$, and a finite grid samples it incompletely. No eigenvalue with finite $\langle W\rangle$ lies below it, because (9) with a negative coupling requires $E<0$. The lower bound (5) is $-0.730$, so it is safe but far from sharp here. Because $0.365<0.537$, the convergence rate in this channel is set by an electron-like component.

## A start in the wrong continuum

A second model uses $V=-Z/\sqrt{r^2+a^2}$ with $Z=50$ and a chosen length $a=0.005$ angstrom. This is 500 fm, about eighty times the radius of the tin nucleus, so the potential is a smooth test case and not a nuclear model. The Green-function iteration and diagonalization in 250 free spherical waves per component both give $-24922.67$ eV. The bound (4) is

$$-\frac{143996}{2(510999)-24923}=-0.144,$$

and the lowest eigenvalue computed in the $\kappa=-1$ channel is $-0.070$.

The iteration was then started from a spinor made entirely of free negative-energy waves, the normalized $P_-$ projection of $P=0$, $Q=r^2e^{-Zr}$ ($r$ in bohr). The weights after the first steps and the energy of the contaminated state below depend on this choice. The energy was held at $-34014$ eV for eight steps and updated by (7) afterwards. The negative-energy weight fell from 1 to $0.216$ after one step and to $6.2\times10^{-4}$ after two. After eight it was $3.5\times10^{-5}$, compared with $2.0\times10^{-5}$ in the true bound state. The two need not agree at that point: at a held energy the iteration approaches an eigenvector of $K(E)$, which is a bound state of the scaled potential $V/\lambda$. With updating switched on, the run reached $-24922.67$ eV.

For a direct comparison, 1% in amplitude of the same negative-energy spinor was mixed into the bound state. This lowers the energy to $-25028.73$ eV, which is $106$ eV below the level. The size is understandable: a weight of $10^{-4}$ times a separation somewhat above $2c^2=1.02\times10^6$ eV. From this start the integral iteration returned to the level.

Descent replaces $\psi$ by $\psi-\tau(h-\langle h\rangle)\psi$. A component with eigenvalue $E_k$ is multiplied by $1-\tau(E_k-\langle h\rangle)$, which exceeds one whenever $E_k$ lies below the current energy. At the start this applies to the whole lower continuum. As the energy falls, only the components still below it continue to be amplified. After 400 steps the energy was $-7.8724\times10^6$ eV, close to the lowest eigenvalue of the basis, $-7.8727\times10^6$ eV. That end point reflects the basis cutoff, since $h$ itself has no lower bound.

## Applying the step on a radial grid

For $\kappa=-1$ the upper and lower components have $l=0$ and $l=1$. With $x=\mu r$, the radial Green functions are $u_l(x_<)v_l(x_>)/\mu$, where

$$u_0=\sinh x,\quad v_0=e^{-x},$$
$$u_1=\cosh x-\frac{\sinh x}x,\quad v_1=e^{-x}\left(1+\frac1x\right).$$

Let $f_0=VP$, $f_1=VQ$, $A_l=\int_0^r u_lf_l\,dr'$ and $B_l=\int_r^\infty v_lf_l\,dr'$. Differentiating the limits of $A_l$ and $B_l$ produces terms that cancel. The derivatives in $h_0$ then act on known functions: $d/dr-1/r$ turns $u_0,v_0$ into $\mu u_1,-\mu v_1$, and $d/dr+1/r$ turns $u_1,v_1$ into $\mu u_0,-\mu v_0$. The new orbital is

$$P_{\rm new}=-\frac1{c^2}\left[\frac{E+c^2}\mu(v_0A_0+u_0B_0)+c(v_0A_1-u_0B_1)\right],$$
$$Q_{\rm new}=-\frac1{c^2}\left[c(u_1B_0-v_1A_0)+\frac{E-c^2}\mu(v_1A_1+u_1B_1)\right].$$

Two running integrals per component suffice, and no orbital is differentiated numerically. For small $x$, $u_1$ should be computed as a modified spherical Bessel function times $x$, because its two terms nearly cancel.

## Guidance for the settings

- **Solver.** Choose the integral iteration when full diagonalization is too large and the potential is local and attractive. Do not use unrestricted descent on $\langle h\rangle$.
- **Energy update.** With a good starting orbital, update by (7) from the first step. With a poor one, $E$ can be held near the expected level for the first few steps. The example shows that this works, not that it is necessary, and a long hold at an inaccurate energy delays convergence. The proof is local and does not promise convergence from every start with free updates.
- **Safeguard.** For $Z<c/2$ the electron levels lie in $0<E<c^2$. Reject an update outside this interval and keep the previous energy.
- **Excited levels.** At a higher level $K$ may have eigenvalues above 1, belonging to weaker potentials. Such components grow, although (5) still keeps the negative eigenvalues above $-1$. Removing those eigenvectors of $K$ with the $W$-weighted inner product restores local stability. The rate is then set by the largest remaining $|\lambda|$ at that level, not by (10). Ordinary orthogonalization to lower orbitals is a different projection, which this proof does not cover.
- **Self-consistent fields.** The result applies to the orbital step at a fixed local potential. Convergence of the outer cycle, in which the potential changes, is a separate question.

The numerical output lists the energies and weights at selected steps.

## Calculated quantities

```
All energies are E - c^2 unless stated otherwise
Nuclear charge Z: 50
Speed of light c: 137.035999 a.u.
Rest energy c^2: 510999.0 eV
zeta = Z/c: 0.364868
gamma: 0.931059
Grid points: 480
POINT NUCLEUS
Energy after step 0: -34014.2328 eV
Energy after step 1: -33625.0067 eV
Energy after step 2: -34610.9421 eV
Energy after step 3: -35019.6073 eV
Energy after step 4: -35162.4747 eV
Energy after step 6: -35222.6134 eV
Energy after step 8: -35228.0646 eV
Energy after step 12: -35228.5686 eV
Energy after step 16: -35228.5722 eV
Energy, converged: -35228.5722 eV
Energy, converged: -1294.626149 hartree
Energy, closed form: -35228.5722 eV
Mean radius, iteration: 0.0151457 angstrom
Mean radius, closed form: 0.0151457 angstrom
Orbital error ratio per step, measured: 0.53698
Orbital error ratio, 1/(2 gamma): 0.53702
Energy error ratio per step, measured: 0.28859
Energy error ratio, 1/(2 gamma)^2: 0.28839
K at the level, largest lambda: 1.0000000
K at the level, second lambda: 0.5370227
K at the level, lowest lambda: -0.35128
Hardy lower bound -2Z/c: -0.72974
K at E = 0, largest lambda: 0.36182
K at E = 0, lowest lambda: -0.35332
SOFTENED POTENTIAL
Softening length a: 0.005 angstrom
Depth Z/a: 143996.5 eV
Sphere radius of the basis: 0.21167 angstrom
Spherical waves per component: 250
Energy, Green-function iteration: -24922.6727 eV
Energy, diagonalization: -24922.6727 eV
Lowest lambda: -0.07032
Lower bound -(Z/a)/(c^2+E): -0.14442
Held energy for negative start: -34014.23 eV
Negative-energy weight after step 0: 1.000e+00
Negative-energy weight after step 1: 2.159e-01
Negative-energy weight after step 2: 6.187e-04
Negative-energy weight after step 3: 6.146e-05
Negative-energy weight after step 4: 3.267e-05
Negative-energy weight after step 8: 3.512e-05
Negative-energy weight of the bound state: 2.024e-05
Energy reached from negative start: -24922.6727 eV
Energy of 1% contaminated state: -25028.7263 eV
Integral iteration from it: -24922.6727 eV
Descent from it, 400 steps: -7.8724e+06 eV
Lowest basis eigenvalue: -7.8727e+06 eV
```
